# Spin-weighted zero-energy cross section for electrons on atomic hydrogen

## Question

I am working on slow electrons in a hydrogen plasma. My exercise gives the singlet and triplet scattering lengths for an electron on a ground-state hydrogen atom, $a_s=5.965$ bohr and $a_t=1.769$ bohr, and asks for the elastic cross section at zero energy when the spins are unpolarized.

There are three triplet states and one singlet state, so I averaged the lengths,

$$
\bar a=\frac{a_s+3a_t}{4}=2.818\ \text{bohr},
$$

and got $4\pi\bar a^2=99.8$ bohr². The solution sheet says "near 141". Is the averaging wrong, or have I forgotten exchange? The electrons are identical, so must I add a separate exchange term, or divide by two? And may I use the result for electrons at 300 K in an afterglow, or at 1 eV in the running discharge?

## Answer

The weights are right, but they belong on the cross sections, not on the lengths. Exchange needs no extra term and there is no factor of two to remove.

I use atomic units: lengths in bohr, $k$ in 1/bohr. The nucleus is fixed, the forces do not depend on spin, and emission of light is left out. Below the first excitation threshold, 10.20 eV, the electron can then only scatter elastically.

### Why there are two scattering lengths

The Hamiltonian contains no spin, so the total spin $S$ of the two electrons is conserved. The full wave function must change sign when the electrons are swapped. The singlet spin function is antisymmetric, so its spatial part is symmetric; for the triplet it is the other way round. When one electron is far away,

$$
\Psi_S=\frac{1}{\sqrt2}\left[F_S(\mathbf r_1)\phi(r_2)\pm F_S(\mathbf r_2)\phi(r_1)\right]\chi_S(1,2),
$$

with plus for the singlet and minus for the triplet. Here $\phi$ is the atomic ground state and

$$
F_S\to e^{ikz}+f_S\frac{e^{ikr}}{r}.
$$

This settles the counting. Either electron may be the outer one, and each possibility carries half the probability, in the incoming wave and in the outgoing wave alike. The ratio of scattered to incoming flux is therefore $|f_S|^2$ per unit solid angle, with no factor of two. Exchange is already inside $f_s$ and $f_t$, since it is what makes them differ.

The signs also work out for spin. Write the second term with the outer electron's spin first. Since $\chi_s(1,2)=-\chi_s(2,1)$ and $\chi_t(1,2)=+\chi_t(2,1)$, that term has a minus sign in both cases. Singlet and triplet can thus be superposed with "outer spin" and "bound spin" as labels, and no further relative sign appears.

### From scattering length to cross section

At low energy the s wave dominates. The s part of $e^{ikz}$ is $\sin(kr)/(kr)$. The force changes it, far out, to a wave with phase shift $\delta$:

$$
\frac{\sin kr}{kr}+f\frac{e^{ikr}}{r}=e^{i\delta}\frac{\sin(kr+\delta)}{kr}.
$$

The prefactor $e^{i\delta}$ keeps the incoming part $e^{-ikr}$ unchanged. Writing the sines as exponentials gives

$$
f=\frac{e^{2i\delta}-1}{2ik}=\frac{e^{i\delta}\sin\delta}{k}.
$$

The scattering length is defined by the zero-energy radial function, $u=rF\propto r-a$ at large $r$. For small $k$ and $kr\ll1$, $\sin(kr+\delta)\approx kr+\delta$, which is proportional to $r-a$ if $\delta\approx-ka$. Hence $f\to-a$. This amplitude has no angular dependence, so integrating over the sphere gives

$$
\sigma_S=4\pi a_S^2 .
$$

For your data:

- singlet: $a_s^2=35.581$ and $\sigma_s=447.13$ bohr²;
- triplet: $a_t^2=3.129$ and $\sigma_t=39.32$ bohr².

### The spin average

Let $P_s$ and $P_t$ project onto singlet and triplet. The amplitude is then $-A$, a matrix in spin space, with

$$
A=a_sP_s+a_tP_t .
$$

For an initial spin state $|i\rangle$, a detector blind to spin adds the probabilities of all final spin states:

$$
\sigma_i=4\pi\sum_f|\langle f|A|i\rangle|^2=4\pi\langle i|A^2|i\rangle .
$$

Because $P_sP_t=0$, $P_s^2=P_s$ and $P_t^2=P_t$,

$$
A^2=a_s^2P_s+a_t^2P_t .
$$

There is no term $a_sa_t$: the two parts end in orthogonal spin states. With both spins unpolarized, the four initial states are equally likely. The traces of $P_s$ and $P_t$ are 1 and 3, the numbers of states, so

$$
\boxed{\sigma=4\pi\left(\frac{a_s^2}{4}+\frac{3a_t^2}{4}\right)=\pi\left(a_s^2+3a_t^2\right)}
$$

The numbers are

$$
\sigma=\pi(35.58123+3\times3.12936)=\pi\times44.96931=141.28\ \text{bohr}^2,
$$

or $3.956\times10^{-15}$ cm². The singlet supplies 111.78 bohr² and the triplet 29.49 bohr². The singlet is one state in four, yet it gives 79.1 % of the total, because its length is the larger one and enters squared. If each length is uncertain by half a unit in its last digit, $\sigma$ can shift by up to 0.035 bohr², so 141.3 bohr² is a sensible way to quote it.

### What your average left out

Your number is $4\pi\langle a\rangle^2$, while the cross section is $4\pi\langle a^2\rangle$. The difference is $4\pi$ times the variance of the length over the spin states, which is

$$
\langle a^2\rangle-\langle a\rangle^2
=\frac{a_s^2+3a_t^2}{4}-\frac{(a_s+3a_t)^2}{16}
=\frac{3}{16}(a_s-a_t)^2 .
$$

To see the last step, put everything over 16. The numerator is $4a_s^2+12a_t^2-a_s^2-6a_sa_t-9a_t^2=3(a_s-a_t)^2$. Multiplied by $4\pi$, this gives 41.48 bohr², and $99.79+41.48=141.27$, equal to the total within rounding. The two procedures agree only if $a_s=a_t$.

### The same result with up and down spins

Write the outer electron's spin first. Parallel spins are pure triplet and give $4\pi a_t^2=39.32$ bohr². Opposite spins are a mixture:

$$
|\uparrow\downarrow\rangle=\frac{|t_0\rangle+|s\rangle}{\sqrt2},\qquad
|\downarrow\uparrow\rangle=\frac{|t_0\rangle-|s\rangle}{\sqrt2}.
$$

Acting with $A$ on the first gives

$$
A|\uparrow\downarrow\rangle=\frac{a_t|t_0\rangle+a_s|s\rangle}{\sqrt2}
=\frac{a_t+a_s}{2}|\uparrow\downarrow\rangle+\frac{a_t-a_s}{2}|\downarrow\uparrow\rangle .
$$

The second term is spin exchange: the outgoing electron has the opposite spin to the incoming one. The cross sections are

- without a flip: $\pi(a_s+a_t)^2=187.91$ bohr²;
- with a flip: $\pi(a_s-a_t)^2=55.31$ bohr².

Their sum is 243.23 bohr² to the printed precision. The terms in $a_sa_t$ cancel in this sum, which equals $2\pi(a_s^2+a_t^2)$. Unpolarized spins are parallel half the time and opposite half the time:

$$
\frac{39.32+243.23}{2}=141.28\ \text{bohr}^2 .
$$

Exchange flips make up $55.31/2=27.66$ bohr² of this. They are part of the 141.28, not an addition to it.

It is enough that one partner is unpolarized. From $S^2=(3+\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2)/2$, the product $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$ is 1 in the triplet and $-3$ in the singlet, so $P_t=(3+\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2)/4$. For independent beams with polarization vectors $\mathbf p_e$ and $\mathbf p_H$, the triplet weight is

$$
w_t=\frac{3+\mathbf p_e\cdot\mathbf p_H}{4},
$$

which is $3/4$ as soon as either vector vanishes. If both are polarized, use $4\pi[(1-w_t)a_s^2+w_ta_t^2]$.

### How slow is slow enough?

**Unitarity.** Without the low-energy approximation, $\sigma_S=4\pi\sin^2\delta/k^2$ for the s wave, which cannot exceed $4\pi/k^2$. The constant $4\pi a_s^2$ breaks this limit once $k>1/a_s$, that is, above 0.382 eV. It becomes inaccurate before that.

**Polarization.** A distant electron produces a field $1/r^2$ at the atom and induces a dipole. This adds the potential $-\alpha/(2r^4)$. To find $\alpha$, put the atom in a uniform field with perturbation $\mathcal Ez$. The first-order wave function is $-\mathcal E z(1+r/2)\phi$. It solves the first-order equation because, with $\phi'=-\phi$,

$$
(H_0-E_0)\,z\left(1+\tfrac r2\right)\phi=-\tfrac12\left[\frac{2z}{r}-\frac{2z}{r}(1+r)\right]\phi=z\phi .
$$

The second-order energy is $-\mathcal E^2\langle z^2(1+r/2)\rangle=-\tfrac13\mathcal E^2(\langle r^2\rangle+\tfrac12\langle r^3\rangle)$. With $\langle r^2\rangle=3$ and $\langle r^3\rangle=7.5$ this is $-2.25\,\mathcal E^2$. Setting it equal to $-\alpha\mathcal E^2/2$ gives $\alpha=4.5$ bohr³.

Now let $u_0$ be the radial function without the tail beyond some radius $R$, with phase $\delta_0$, and $u$ the one with it. Choose $R$ large enough for the tail to be weak there, but with $kR\ll1$. Both are normalized to unit sine waves far out. Subtracting their radial equations gives $(u_0'u-u_0u')'=\alpha uu_0/r^4$ beyond $R$. Inside $R$ the two functions obey the same equation and both vanish at the origin, so they are proportional and the bracket is zero at $R$. Integrating from $R$, and using the sine waves at infinity,

$$
\sin(\delta-\delta_0)=\frac{\alpha}{k}\int_R^\infty\frac{u\,u_0}{r^4}\,dr .
$$

To first order in the tail, $u\approx u_0\approx\sin(kr-ka)$. Its square is $\sin^2kr-ka\sin2kr$ plus smaller terms. With $x=kr$ and $\varepsilon=kR$, repeated integration by parts of the first piece gives

$$
\int_\varepsilon^\infty\frac{\sin^2x}{x^4}dx=\frac1\varepsilon-\frac\pi3+O(\varepsilon).
$$

The $1/\varepsilon$ term gives a phase proportional to $k$ and belongs to the scattering length. The $-\pi/3$ gives a phase $-\pi\alpha k^2/3$. In the second piece, $\sin2x/x^4$ contains $-4/(3x)$, whose integral produces a logarithm. Together,

$$
-\frac{\tan\delta}{k}=a+\frac{\pi\alpha}{3}k+\frac{4\alpha a}{3}k^2\ln k+O(k^2).
$$

The linear coefficient is 4.712 bohr². I compared it with numerical solutions at $k=3\times10^{-4}$ for two model potentials having this tail. One has a smooth core, the other a hard wall, and each is tuned to your lengths. All four slopes lie between 4.65 and 4.70 bohr².

### Electrons at 300 K

Here $k_BT=0.02585$ eV and the mean energy is 0.03878 eV, so $k=0.0534$ and $ka_s=0.318$. That is not very small, and three effects compete:

- For a fixed value of $-\tan\delta/k=a_s$, the singlet cross section is reduced by the factor $1/(1+k^2a_s^2)=1/(1+0.318^2)=0.91$.
- The linear polarization term adds $4.712\times0.0534=0.25$ bohr to each length.
- The logarithmic term, with $k$ in 1/bohr, takes about 0.30 bohr from the singlet length. The unknown $k^2$ term may be comparable.

The short expansion therefore cannot settle a change of a few per cent. Solving the two model potentials at each energy and averaging over a Maxwell distribution, weighted by the electron flux, gives 141.1 bohr² for the smooth core and 142.2 bohr² for the hard wall. Both lie within 1 % of the zero-energy value. Only the spin average is compared here; the singlet and triplet parts may each change by more. Both are model estimates, not two-electron calculations: neither potential contains exchange or the static field of the atom. Their closeness to the zero-energy value is therefore not an error bound, and a change of a few per cent in the real cross section is not excluded.

The p wave is small. The same first-order formula gives $\delta_1=\alpha k^2\int_0^\infty j_1^2/x^2\,dx$. Using $j_1/x=(j_0+j_2)/3$, with $\int_0^\infty j_0^2dx=\pi/2$, $\int_0^\infty j_2^2dx=\pi/10$ and $\int_0^\infty j_0j_2dx=0$, the integral is $\pi/15$. Then $\sigma_p=12\pi\sin^2\delta_1/k^2=0.095$ bohr² at the mean energy. This covers the polarization tail only, and it concerns the total cross section. In the momentum-transfer cross section, which governs the drag on the electrons, the p wave interferes with the s wave and can add a few per cent.

"Zero energy" also has a lower edge. The hyperfine splitting of hydrogen, estimated from the contact interaction, is $5.88\times10^{-6}$ eV. Below that energy, the hyperfine levels would have to be treated as separate channels. At 300 K the splitting is only $2.3\times10^{-4}$ of $k_BT$. The fixed nucleus neglects effects governed by the electron-to-proton mass ratio, $5.45\times10^{-4}$.

### What this means for the plasma

You name two cases: an afterglow at 300 K and a running discharge with electrons at 1 eV. For the first, if the electrons really have cooled to the gas temperature, 141 bohr² is a reasonable total elastic cross section per hydrogen atom, good to a few per cent. For the second it is not. At 1 eV the s-wave limit is 171.0 bohr², while the zero-energy singlet value is 447.13 bohr². After weighting by one quarter, the singlet s wave can contribute at most about 42.7 bohr² instead of 111.78 bohr². This shows that the zero-energy formula has failed, but the bound alone does not fix the total: the weighted triplet part is limited only by three quarters of 171.0, about 128 bohr². To restore 141 it would have to grow from 29.49 to almost 99 bohr². In the two model potentials it grows only to about 37 and 39 bohr², and the spin-averaged s wave at 1 eV is about 74 and 78 bohr², roughly half the zero-energy value. These are model estimates; a prediction of the 1 eV cross section needs the true energy-dependent phase shifts and higher partial waves. A real hydrogen plasma also contains molecules and charged particles. Their collisions do not alter this atomic cross section, but a total collision frequency must include them with their own densities and cross sections.

The numerical output below lists the main computed values.

## Computed results

```
singlet scattering length a_s = 5.965 bohr
triplet scattering length a_t = 1.769 bohr
a_s squared = 35.581 bohr^2
a_t squared = 3.129 bohr^2
a_s^2 + 3 a_t^2 = 44.969 bohr^2
pure singlet cross section = 447.13 bohr^2
pure triplet cross section = 39.32 bohr^2
weighted singlet part = 111.78 bohr^2
weighted triplet part = 29.49 bohr^2
singlet share of total = 79.1 %
unpolarized total, formula = 141.28 bohr^2
unpolarized total, spin matrix = 141.28 bohr^2
unpolarized total, direction average = 141.28 bohr^2
unpolarized total = 3.956e-15 cm^2
change from input rounding = +/- 0.035 bohr^2
parallel spins = 39.32 bohr^2
opposite spins, no exchange flip = 187.91 bohr^2
opposite spins, exchange flip = 55.31 bohr^2
opposite spins, sum = 243.23 bohr^2
flip part of unpolarized total = 27.66 bohr^2
spin-averaged length = 2.818 bohr
wrong result, length averaged first = 99.79 bohr^2
missing spin variance = 41.48 bohr^2
computed polarizability = 4.5000 bohr^3
pi alpha/3 = 4.712 bohr^2
numerical slope, soft core, singlet = 4.659 bohr^2
numerical slope, soft core, triplet = 4.694 bohr^2
numerical slope, hard core, singlet = 4.662 bohr^2
numerical slope, hard core, triplet = 4.694 bohr^2
afterglow electron temperature = 300 K
kT = 0.02585 eV
mean electron energy = 0.03878 eV
k at mean energy = 0.0534 1/bohr
k a_s at mean energy = 0.318
thermal s-wave average, soft core = 141.1 bohr^2
  change from zero energy = -0.1 %
thermal s-wave average, hard core = 142.2 bohr^2
  change from zero energy = +0.7 %
p-wave tail estimate at mean energy = 0.095 bohr^2
hyperfine splitting estimate = 5.88e-06 eV
hyperfine splitting / kT = 2.3e-04
electron/proton mass ratio = 5.45e-04
first excitation threshold = 10.20 eV
energy where k a_s = 1: 0.382 eV
s-wave unitarity limit at 1 eV = 171.0 bohr^2
```
